# Screened KKR structure constants from finite clusters in fcc and bcc: a program that tests the result

```python
"""Screened KKR structure constants from finite clusters, fcc and bcc.

Result under test: g_r = (1 - g t_r)^(-1) g, solved on a finite cluster,
approaches the infinite-lattice screened structure constants. For an empty
physical crystal, det[1 + g_r(k) t_r] = 0 must return E = |k+G|^2/2.
Symbols (Hartree atomic units): g = free structure constants, t_r = t-matrix
of a repulsive sphere of height BARRIER and radius S, kappa = sqrt(2E),
L = (l,m) with real spherical harmonics, k = Bloch vector.
"""
from math import factorial
import numpy as np
from scipy.linalg import eigh, solve
from scipy.optimize import brentq
from scipy.special import lpmv, spherical_jn

VOLUME = 80.0
BARRIER = 4.0
LMAX = 2
E_LOW, E_HIGH = 0.2, 0.5
HALF_WINDOW = 0.04
E_COMPLEX = 0.3 + 0.3j
SUM_RADIUS = 70.0


def l_index(lmax):
    return np.repeat(np.arange(lmax + 1), 2 * np.arange(lmax + 1) + 1)


def harmonics(vectors, lmax):
    """Real spherical harmonics; the last axis runs over L."""
    x, y, z = np.moveaxis(np.asarray(vectors, float), -1, 0)
    r = np.sqrt(x * x + y * y + z * z)
    cosine = np.where(r > 1e-12, z / np.where(r > 1e-12, r, 1.0), 1.0)
    cosine = np.clip(cosine, -1.0, 1.0)
    phi = np.arctan2(y, x)
    columns = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            a = abs(m)
            norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                           * factorial(l - a) / factorial(l + a))
            if m:
                norm *= np.sqrt(2.0)
            trig = np.cos(a * phi) if m >= 0 else np.sin(a * phi)
            columns.append(norm * lpmv(a, l, cosine) * trig)
    return np.stack(columns, axis=-1)


def hankel(l, x):
    """Outgoing spherical Hankel function from its finite series."""
    series = sum((1j / (2 * x)) ** m * factorial(l + m)
                 / (factorial(m) * factorial(l - m)) for m in range(l + 1))
    return (-1j) ** (l + 1) * np.exp(1j * x) / x * series


def coupling(lmax):
    """4 pi i^(l'+l''-l) times the integral of three harmonics."""
    c, w = np.polynomial.legendre.leggauss(2 * lmax + 2)
    nphi = 4 * lmax + 3
    phi = 2 * np.pi * np.arange(nphi) / nphi
    cc, pp = np.meshgrid(c, phi, indexing="ij")
    s = np.sqrt(1 - cc ** 2)
    points = np.stack([s * np.cos(pp), s * np.sin(pp), cc], -1).reshape(-1, 3)
    weights = np.repeat(w, nphi) * 2 * np.pi / nphi
    y = harmonics(points, 2 * lmax)
    n = (lmax + 1) ** 2
    pair = (y[:, :n, None] * y[:, None, :n]).reshape(len(points), -1)
    triple = ((y * weights[:, None]).T @ pair).reshape(-1, n, n)
    l, big = l_index(lmax), l_index(2 * lmax)
    power = l[None, None, :] + big[:, None, None] - l[None, :, None]
    return 4 * np.pi * np.array([1, 1j, -1, -1j])[power % 4] * triple


COUPLING = {l: coupling(l) for l in (0, 1, 2)}


def outgoing_waves(distance, y, energy, lmax):
    kappa = np.sqrt(2 * energy + 0j)
    radial = np.stack([hankel(l, kappa * distance)
                       for l in range(2 * lmax + 1)], axis=-1)
    return -2j * kappa * radial[..., l_index(2 * lmax)] * y


def t_per_l(energy, height, radius, lmax):
    kappa = np.sqrt(2 * energy + 0j)
    q = np.sqrt(2 * (energy - height) + 0j)
    x, result = kappa * radius, []
    for l in range(lmax + 1):
        slope = (q * spherical_jn(l, q * radius, derivative=True)
                 / spherical_jn(l, q * radius))
        j = spherical_jn(l, x)
        dj = kappa * spherical_jn(l, x, derivative=True)
        h = hankel(l, x)
        dh = kappa * (l / x * h - hankel(l + 1, x))
        result.append((dj - slope * j) / (2j * kappa * (dh - slope * h)))
    return np.array(result)


def t_vector(energy, height, radius, lmax):
    return t_per_l(energy, height, radius, lmax)[l_index(lmax)]


def make_lattice(name, sizes):
    if name == "fcc":
        a = (4 * VOLUME) ** (1 / 3)
        cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
    else:
        a = (2 * VOLUME) ** (1 / 3)
        cell = a / 2 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
    recip = 2 * np.pi * np.linalg.inv(cell).T
    m = int(SUM_RADIUS * np.linalg.norm(recip, axis=1).max()
            / (2 * np.pi)) + 2
    ints = np.stack(np.meshgrid(*[np.arange(-m, m + 1)] * 3,
                                indexing="ij"), -1).reshape(-1, 3)
    sites = ints @ cell
    d = np.linalg.norm(sites, axis=1)
    sites, d = sites[d < SUM_RADIUS], d[d < SUM_RADIUS]
    order = np.argsort(d, kind="stable")
    sites, d = sites[order], d[order]
    for n in sizes:
        assert d[n] - d[n - 1] > 1e-3, "cluster is not a closed shell"
    core = sites[:max(sizes)]
    diff = core[None, :, :] - core[:, None, :]
    return dict(name=name, a=a, cell=cell, recip=recip, sites=sites, d=d,
                sizes=sizes, S=d[1] / 2, y_sum=harmonics(-sites[1:], 4),
                diff_d=np.linalg.norm(diff, axis=-1),
                diff_y=harmonics(diff, 4))


def cluster_matrix(lat, energy, lmax, n):
    nl, nbig = (lmax + 1) ** 2, (2 * lmax + 1) ** 2
    distance = lat["diff_d"][:n, :n] + np.eye(n)
    waves = outgoing_waves(distance, lat["diff_y"][:n, :n, :nbig],
                           energy, lmax)
    waves[np.arange(n), np.arange(n)] = 0
    blocks = waves.reshape(n * n, nbig) @ COUPLING[lmax].reshape(nbig, -1)
    return (blocks.reshape(n, n, nl, nl).transpose(0, 2, 1, 3)
            .reshape(n * nl, n * nl))


def screened_column(g, t, n):
    nl = len(t)
    size = n * nl
    matrix = -g[:size, :size] * np.tile(t, n)[None, :]
    matrix[np.arange(size), np.arange(size)] += 1
    column = solve(matrix, g[:size, :nl], overwrite_a=True,
                   check_finite=False)
    return column.reshape(n, nl, nl)


def bloch_sum(lat, column, k):
    phase = np.exp(-1j * lat["sites"][:len(column)] @ k)
    return np.tensordot(phase, column, axes=(0, 0))


def secular_det(lat, column, t, k):
    return np.linalg.det(np.eye(len(t))
                         + bloch_sum(lat, column, k) * t[None, :])


def lattice_g(lat, k, energy, lmax):
    """Infinite-lattice free structure constants by a long direct sum."""
    nbig = (2 * lmax + 1) ** 2
    waves = outgoing_waves(lat["d"][1:], lat["y_sum"][:, :nbig],
                           energy, lmax)
    total = np.exp(-1j * lat["sites"][1:] @ k) @ waves
    return np.tensordot(total, COUPLING[lmax], axes=(0, 0))


def empty_lattice_roots(lat, lmax, sizes, kvecs, e0):
    """Complex roots near e0: full cluster result, and range cut only."""
    x = np.cos(np.pi * (np.arange(5) + 0.5) / 5)
    dets = np.zeros((2, len(sizes), len(kvecs), 5), complex)
    for p, energy in enumerate(e0 + HALF_WINDOW * x):
        g = cluster_matrix(lat, energy, lmax, max(sizes))
        t = t_vector(energy, BARRIER, lat["S"], lmax)
        columns = [screened_column(g, t, n) for n in sizes]
        for i, n in enumerate(sizes):
            for j, k in enumerate(kvecs):
                dets[0, i, j, p] = secular_det(lat, columns[i], t, k)
                dets[1, i, j, p] = secular_det(lat, columns[-1][:n], t, k)
    roots = np.zeros(dets.shape[:3], complex)
    for index in np.ndindex(*roots.shape):
        candidates = np.roots(np.linalg.solve(np.vander(x), dets[index]))
        nearest = candidates[np.argmin(abs(candidates))]
        roots[index] = e0 + HALF_WINDOW * nearest
    return roots


def root_correction(lat, n, k, root):
    """Secant correction from fresh cluster solutions at the found root."""
    values = []
    for energy in (root, root + 1e-4):
        t = t_vector(energy, BARRIER, lat["S"], LMAX)
        column = screened_column(cluster_matrix(lat, energy, LMAX, n), t, n)
        values.append(secular_det(lat, column, t, k))
    return abs(values[0] * 1e-4 / (values[1] - values[0]))


def plane_wave_lowest(lat, k, height, lmax, cutoff):
    """Lowest level for a sphere potential acting only on l <= lmax."""
    m = int((cutoff + np.linalg.norm(k))
            * np.linalg.norm(lat["cell"], axis=1).max() / (2 * np.pi)) + 2
    ints = np.stack(np.meshgrid(*[np.arange(-m, m + 1)] * 3,
                                indexing="ij"), -1).reshape(-1, 3)
    q = ints @ lat["recip"] + k
    q = q[np.linalg.norm(q, axis=1) < cutoff]
    length = np.linalg.norm(q, axis=1)
    u, w = np.polynomial.legendre.leggauss(40)
    r, w = lat["S"] * (u + 1) / 2, w * lat["S"] / 2
    y = harmonics(q, lmax)
    factors = []
    for index, l in enumerate(l_index(lmax)):
        radial = spherical_jn(int(l), np.outer(r, length))
        factors.append(radial * (r * np.sqrt(w))[:, None] * y[:, index])
    f = np.concatenate(factors)
    h = (4 * np.pi) ** 2 * height / VOLUME * (f.T @ f)
    h[np.arange(len(q)), np.arange(len(q))] += length ** 2 / 2
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


fcc = make_lattice("fcc", [13, 19, 43, 55, 87, 141])
bcc = make_lattice("bcc", [15, 27, 51, 65, 89, 137])

# The two-centre expansion must rebuild the free Green function.
big_l = 5
shift = fcc["sites"][1]
r1, r2 = np.array([0.10, -0.15, 0.12]), np.array([-0.11, 0.08, 0.17])
kappa = np.sqrt(2 * E_LOW)
y_shift = harmonics(shift, 2 * big_l)
wave = outgoing_waves(np.linalg.norm(shift), y_shift, E_LOW, big_l)
g_pair = np.tensordot(wave, coupling(big_l), axes=(0, 0))
regular = []
for r in (r1, r2):
    radial = np.array([spherical_jn(l, kappa * np.linalg.norm(r))
                       for l in range(big_l + 1)])
    regular.append(radial[l_index(big_l)] * harmonics(r, big_l))
separation = np.linalg.norm(shift + r2 - r1)
direct = -np.exp(1j * kappa * separation) / (2 * np.pi * separation)
expansion_error = abs(regular[0] @ g_pair @ regular[1] / direct - 1)
assert expansion_error < 1e-5

# The matched t-matrix must equal its defining radial integral.
t_low = t_per_l(E_LOW, BARRIER, fcc["S"], LMAX)
u, w = np.polynomial.legendre.leggauss(40)
r, w = fcc["S"] * (u + 1) / 2, w * fcc["S"] / 2
q_in = np.sqrt(2 * (E_LOW - BARRIER) + 0j)
for l in range(LMAX + 1):
    edge = (spherical_jn(l, kappa * fcc["S"])
            - 2j * kappa * t_low[l] * hankel(l, kappa * fcc["S"]))
    psi = edge * spherical_jn(l, q_in * r) / spherical_jn(l, q_in * fcc["S"])
    integral = np.sum(w * r ** 2 * spherical_jn(l, kappa * r) * BARRIER * psi)
    assert abs(integral / t_low[l] - 1) < 1e-8

print(f"atomic volume {VOLUME:.1f} a0^3, barrier {BARRIER:.1f} Ha, "
      f"lmax {LMAX}")
print(f"two-centre expansion, relative error: {expansion_error:.1e}")
for l in range(LMAX + 1):
    print(f"fcc t_r at {E_LOW} Ha, l={l}: {t_low[l].real:.6f} "
          f"{t_low[l].imag:+.6f}i Ha a0^3")

# Truncated KKR must agree with the projected potential in plane waves.
k_test = np.array([0.5, 0.3, 0.1])
well = -1.0
print(f"attractive test well {well:.1f} Ha, fcc, k = {k_test} 1/a0")
for lmax in (0, 2):
    e_pw = float(plane_wave_lowest(fcc, k_test, well, lmax, 9.0))
    assert e_pw < -0.1

    def kkr_det(energy):
        """Real for real negative energy, where kappa = +i|kappa|."""
        t = t_vector(energy, well, fcc["S"], lmax)
        value = np.linalg.det(np.diag(1 / t)
                              - lattice_g(fcc, k_test, energy, lmax))
        return complex(value)

    for energy in (e_pw - 0.01, e_pw + 0.01):
        value = kkr_det(energy)
        assert abs(value.imag) < 1e-6 * abs(value)
    e_kkr = brentq(lambda energy: kkr_det(energy).real,
                   e_pw - 0.01, e_pw + 0.01, xtol=1e-10)
    print(f"  lmax {lmax}: KKR {e_kkr:.5f} Ha, "
          f"projected plane waves {e_pw:.5f} Ha")
    # The sharp sphere edge leaves a plane-wave cutoff error of order 1e-4.
    assert abs(e_kkr - e_pw) < 1e-3

directions = np.array([[1, 0, 0], [1, 1, 0], [1, 1, 1]], float)
directions /= np.linalg.norm(directions, axis=1)[:, None]
k_low = np.sqrt(2 * E_LOW) * directions
k_high = np.sqrt(2 * E_HIGH) * directions[:1]
print(f"|k| for {E_LOW} Ha: {np.linalg.norm(k_low[0]):.4f} 1/a0; "
      f"for {E_HIGH} Ha: {np.linalg.norm(k_high[0]):.4f} 1/a0")
special = {
    "fcc": [[0, 0, 0], [1, 0, 0], [.5, .5, .5], [1, .5, 0], [.75, .75, 0]],
    "bcc": [[0, 0, 0], [1, 0, 0], [.5, .5, 0], [.5, .5, .5], [.5, 0, 0]]}

for lat in (fcc, bcc):
    sizes, name = lat["sizes"], lat["name"]
    nmax = max(sizes)
    bottom = min(plane_wave_lowest(lat, 2 * np.pi / lat["a"] * np.array(p),
                                   BARRIER, LMAX, 8.0)
                 for p in special[name])
    print(f"{name}: a = {lat['a']:.4f} a0, nearest distance "
          f"{lat['d'][1]:.4f} a0, S = {lat['S']:.4f} a0")
    print(f"  lowest sampled reference level: {bottom:.3f} Ha")
    assert bottom > E_LOW + HALF_WINDOW

    roots = empty_lattice_roots(lat, LMAX, sizes, k_low, E_LOW)
    error = abs(roots - E_LOW).max(axis=2)

    g_exact = lattice_g(lat, k_test, E_COMPLEX, LMAX)
    t_c = t_vector(E_COMPLEX, BARRIER, lat["S"], LMAX)
    exact = np.linalg.solve(np.eye(len(t_c)) - g_exact * t_c, g_exact) * t_c
    g_c = cluster_matrix(lat, E_COMPLEX, LMAX, nmax)
    matrix_error = np.array([
        np.linalg.norm(bloch_sum(lat, screened_column(g_c, t_c, n), k_test)
                       * t_c - exact) / np.linalg.norm(exact)
        for n in sizes])

    print("  sites radius/a0 |Re dE|/mHa |Im dE|/mHa "
          "range-only |dE|/mHa matrix rel.err")
    for i, n in enumerate(sizes):
        shift_re = abs(roots[0, i].real - E_LOW).max() * 1e3
        shift_im = abs(roots[0, i].imag).max() * 1e3
        print(f"  {n:4d} {lat['d'][n - 1]:8.3f} {shift_re:11.5f} "
              f"{shift_im:11.5f} {error[1, i] * 1e3:14.5f} "
              f"{matrix_error[i]:14.2e}")
    for i in (0, 3):
        correction = root_correction(lat, sizes[i], k_low[0], roots[0, i, 0])
        assert correction < 0.02 * abs(roots[0, i, 0] - E_LOW) + 1e-8
    assert error[0, -1] < 1e-3 and error[0, -1] < 0.2 * error[0, 0]
    assert matrix_error[-1] < 1e-2
    assert matrix_error[-1] < 0.2 * matrix_error[0]

    # Distant weight: root-sum-square over R >= 2 R_nn, over that at R_nn.
    near = abs(lat["d"][:nmax] - lat["d"][1]) < 1e-6
    far = lat["d"][:nmax] > 2 * lat["d"][1] - 1e-6
    tails = []
    for energy in (E_LOW, E_HIGH):
        g = cluster_matrix(lat, energy, LMAX, nmax)
        t = t_vector(energy, BARRIER, lat["S"], LMAX)
        bare = g[:, :len(t)].reshape(nmax, len(t), len(t))
        pair = [np.linalg.norm((c * t)[far]) / np.linalg.norm((c * t)[near])
                for c in (bare, screened_column(g, t, nmax))]
        tails.append(pair)
        print(f"  far/near weight at {energy} Ha: bare {pair[0]:.4f}, "
              f"screened {pair[1]:.2e}")
    assert tails[0][1] < 0.3 * tails[0][0]
    assert tails[1][1] > tails[0][1]

    medium = sizes[3]
    high = empty_lattice_roots(lat, LMAX, [medium], k_high, E_HIGH)
    low_100 = abs(roots[0, 3, 0] - E_LOW)
    print(f"  [100], {medium} sites: |dE| = {low_100 * 1e3:.5f} mHa at "
          f"{E_LOW} Ha, {abs(high[0, 0, 0] - E_HIGH) * 1e3:.5f} mHa at "
          f"{E_HIGH} Ha")
    small_l = empty_lattice_roots(lat, 1, [nmax], k_low, E_LOW)
    error_l1 = abs(small_l[0, 0] - E_LOW).max()
    print(f"  lmax 1, {nmax} sites: largest |dE| = {error_l1 * 1e3:.5f} mHa")
    assert error_l1 < 5e-3

print("ALL CHECKS PASSED")
```

It prints:

```
atomic volume 80.0 a0^3, barrier 4.0 Ha, lmax 2
two-centre expansion, relative error: 9.3e-09
fcc t_r at 0.2 Ha, l=0: 0.201097 -0.735593i Ha a0^3
fcc t_r at 0.2 Ha, l=1: 0.277333 -0.113617i Ha a0^3
fcc t_r at 0.2 Ha, l=2: 0.043415 -0.002391i Ha a0^3
attractive test well -1.0 Ha, fcc, k = [0.5 0.3 0.1] 1/a0
  lmax 0: KKR -0.54549 Ha, projected plane waves -0.54539 Ha
  lmax 2: KKR -0.63082 Ha, projected plane waves -0.63063 Ha
|k| for 0.2 Ha: 0.6325 1/a0; for 0.5 Ha: 1.0000 1/a0
fcc: a = 6.8399 a0, nearest distance 4.8365 a0, S = 2.4183 a0
  lowest sampled reference level: 1.091 Ha
  sites radius/a0 |Re dE|/mHa |Im dE|/mHa range-only |dE|/mHa matrix rel.err
    13    4.837     7.76807     2.86316        2.99528       7.06e-02
    19    6.840     5.30206     0.34943        2.06302       5.93e-02
    43    8.377     0.81250     1.50408        3.70328       3.57e-02
    55    9.673     0.34268     0.10406        0.45989       2.97e-03
    87   11.847     0.17899     0.16531        0.79769       2.34e-03
   141   13.680     0.15282     0.11901        0.15887       1.80e-03
  far/near weight at 0.2 Ha: bare 1.0237, screened 3.76e-02
  far/near weight at 0.5 Ha: bare 1.1038, screened 4.43e-02
  [100], 55 sites: |dE| = 0.35813 mHa at 0.2 Ha, 1.50702 mHa at 0.5 Ha
  lmax 1, 141 sites: largest |dE| = 0.75915 mHa
bcc: a = 5.4288 a0, nearest distance 4.7015 a0, S = 2.3508 a0
  lowest sampled reference level: 1.322 Ha
  sites radius/a0 |Re dE|/mHa |Im dE|/mHa range-only |dE|/mHa matrix rel.err
    15    5.429     4.61664     1.04918        0.84693       5.01e-02
    27    7.678     1.47082     0.63340        1.31363       3.85e-02
    51    9.003     1.33444     0.94915        3.38706       3.42e-02
    65   10.858     0.08682     0.06316        0.43723       1.92e-03
    89   11.832     0.12650     0.12658        0.17519       1.28e-03
   137   13.298     0.07607     0.07242        0.09665       1.31e-03
  far/near weight at 0.2 Ha: bare 1.1165, screened 3.30e-02
  far/near weight at 0.5 Ha: bare 1.2102, screened 3.89e-02
  [100], 65 sites: |dE| = 0.06472 mHa at 0.2 Ha, 1.71754 mHa at 0.5 Ha
  lmax 1, 137 sites: largest |dE| = 0.63486 mHa
ALL CHECKS PASSED
```
